# Substrate memory and deposition noise in the roughness spectrum of films

A mirror for extreme-ultraviolet light at 13.5 nm is a stack of many thin layers on a polished substrate. Its top surface inherits some of the substrate's roughness and acquires more from the random arrival of atoms. Polishing reduces the first contribution and growth conditions govern the second, so one needs to know which dominates at each lateral scale. In a linear growth model the two parts separate, and each has a closed form.

## Setting and assumptions

Let $\tau$ be the mean deposited thickness, running from 0 to $d$, and let $h(\mathbf r,\tau)$ be the surface height with the mean thickness subtracted. The model is

$$\frac{\partial h}{\partial\tau}=-Rh+\eta .$$

The assumptions are these.

1. Slopes are small, and the relaxation $R$ is taken to be linear. It is also the same everywhere on the surface and isotropic. The amplitude of a wave of spatial frequency $f$ then decays at a real rate $a(f)$ per unit thickness. We also assume $a(f)\ge0$, so that no wave is amplified.
2. Material arrives in independent units of volume $\Omega$, each much smaller laterally than $1/f$.
3. The arrivals are uncorrelated with the substrate.

On a large periodic area $A$, define

$$H(\mathbf f,\tau)=\frac1{\sqrt A}\int_A h\,e^{-2\pi i\mathbf f\cdot\mathbf r}\,d^2r,\qquad S(f,\tau)=\langle|H|^2\rangle .$$

Here $f$ counts cycles per unit length and $k=2\pi f$. Parseval's theorem gives the mean square height as $A^{-1}\sum_{\mathbf f}|H|^2$. Each mode occupies an area $1/A$ in frequency space, so for a large surface

$$\sigma^2=\int S\,d^2f=2\pi\int_0^\infty fS\,df=\frac1{2\pi}\int_0^\infty kS\,dk .$$

## Lemma 1: strength of the noise

**Independent arrivals give $\langle\eta(\mathbf r,\tau)\eta(\mathbf r',\tau')\rangle=\Omega\,\delta(\mathbf r-\mathbf r')\,\delta(\tau-\tau')$.**

*Proof.* While the mean thickness grows by $\Delta\tau$, the number $n$ of units landing on a patch of area $B$ is Poisson distributed, with mean and variance $B\Delta\tau/\Omega$. They raise the patch by $\Omega n/B$, whose variance is

$$\frac{\Omega^2}{B^2}\,\frac{B\Delta\tau}{\Omega}=\frac{\Omega\Delta\tau}{B}.$$

Disjoint patches and disjoint thickness intervals are independent, so the correlation has the form $D\,\delta(\mathbf r-\mathbf r')\delta(\tau-\tau')$. The patch average of the integrated noise then has variance $B^{-2}\,D\,B\Delta\tau=D\Delta\tau/B$. Comparison gives $D=\Omega$. ∎

The Fourier component $N(\mathbf f,\tau)$ of $\eta$, defined like $H$, satisfies

$$\langle N(\tau)N^*(\tau')\rangle=\frac1A\int_A\Omega\,\delta(\tau-\tau')\,d^2r=\Omega\,\delta(\tau-\tau').$$

It is equally strong at every frequency to which assumption 2 applies.

## Theorem: the film spectrum

**For $a(f)>0$,**

$$S(f,d)=S_{\rm sub}(f)\,e^{-2ad}+\frac{\Omega}{2a}\left(1-e^{-2ad}\right).$$

**For $a=0$, $S=S_{\rm sub}+\Omega d$.**

*Proof.* Each mode obeys $dH/d\tau=-aH+N$. Multiplication by $e^{a\tau}$ turns this into $d(e^{a\tau}H)/d\tau=e^{a\tau}N$. Integrating from 0 to $d$ and multiplying by $e^{-ad}$ gives

$$H(d)=e^{-ad}H(0)+\int_0^d e^{-a(d-\tau)}N(\tau)\,d\tau .$$

In $\langle|H(d)|^2\rangle$ the cross terms contain $\langle H(0)N^*(\tau)\rangle$ or its conjugate, which vanish by assumption 3. The first square is $e^{-2ad}S_{\rm sub}$. The second is

$$\int_0^d\!\!\int_0^d e^{-a(d-\tau)}e^{-a(d-\tau')}\Omega\,\delta(\tau-\tau')\,d\tau\,d\tau'=\Omega\int_0^d e^{-2a(d-\tau)}d\tau ,$$

which equals $\Omega(1-e^{-2ad})/(2a)$, or $\Omega d$ if $a=0$. ∎

The factor 2 in the exponent appears because $a$ damps amplitude while $S$ measures power. When $2ad\ll1$, expansion of the exponential gives noise $\Omega d$: relaxation has not yet acted. When $2ad\gg1$, the noise approaches $\Omega/(2a)$, because arrivals deeper than a few times $1/(2a)$ have been smoothed away. Saturation therefore requires $a>0$, and the mode at $f=0$ does not saturate if $a(0)=0$. If a growth instability makes $a$ negative, the same integral grows exponentially and there is no saturation.

**Corollary (smoothing or roughening).** Subtracting $S_{\rm sub}$ from the theorem gives

$$S-S_{\rm sub}=\left(\frac{\Omega}{2a}-S_{\rm sub}\right)\left(1-e^{-2ad}\right).$$

The last factor is positive, so the film smooths a frequency precisely when $S_{\rm sub}>\Omega/(2a)$. Thickness changes the amount of smoothing but not its sign.

## Proposition 1: replication between interfaces

**For $d_1<d_2$, $\langle H(d_2)H^*(d_1)\rangle=e^{-a(d_2-d_1)}S(f,d_1)$.**

*Proof.* Start the mode solution at $d_1$ instead of 0. Then $H(d_2)$ is $e^{-a(d_2-d_1)}H(d_1)$ plus noise that arrived after $d_1$. That noise is uncorrelated with $H(d_1)$. ∎

Amplitude appears once here, so the exponent has no factor 2. In slow modes an earlier pattern persists through the stack, with later noise added to it, while in fast modes it is forgotten over a depth of about $1/a$. This matters for scattering, since waves from correlated interfaces add in amplitude.

## Proposition 2: saturation does not fix the total rms

Take $a=\nu k^4$, the form produced by surface diffusion driven by curvature. **On an unbounded surface the deposition noise has**

$$\sigma_{\rm n}^2=\frac{\Omega}{8}\sqrt{\frac{2d}{\pi\nu}} .$$

*Proof.* With $c=2\nu d$,

$$\sigma_{\rm n}^2=\frac{\Omega}{4\pi\nu}\int_0^\infty\frac{1-e^{-ck^4}}{k^3}\,dk .$$

Integrate by parts, using $k^{-3}=-\tfrac12\,d(k^{-2})/dk$. The boundary term vanishes at infinity, and also at zero, where it behaves as $ck^2/2$. What remains is

$$\frac12\int_0^\infty k^{-2}\,4ck^3e^{-ck^4}dk=2c\int_0^\infty k\,e^{-ck^4}dk=c\int_0^\infty e^{-cu^2}du=\frac{\sqrt{\pi c}}2,$$

with $u=k^2$. Hence $\sigma_{\rm n}^2=\Omega\sqrt{2\pi\nu d}/(8\pi\nu)$, which is the stated result. ∎

So $\sigma_{\rm n}\propto d^{1/4}$ although every mode with $f>0$ saturates. The edge of the saturated region, $k_d=(2\nu d)^{-1/4}$, keeps moving to longer waves, where the limit $\Omega/(2a)$ is higher. On a finite surface the roughness about the surface's own mean height stops increasing once the slowest nonuniform mode has saturated.

## Worked example: a 40-period stack

The stack resembles a sputtered Mo/Si mirror: 40 periods of 7 nm, so $d=280$ nm. The growth parameters $\Omega=0.05$ nm³ and $\nu=10$ nm³ are round values chosen for illustration. The substrate has rms $\sigma_{\rm s}=0.20$ nm and correlation length $L=8$ nm, with

$$S_{\rm sub}=\frac{S_0}{(1+k^2L^2)^2},\qquad S_0=4\pi L^2\sigma_{\rm s}^2=32.17\ \text{nm}^4 .$$

The prefactor follows from $\sigma_{\rm s}^2=(2\pi)^{-1}\int kS_{\rm sub}\,dk=S_0/(4\pi L^2)$.

At $f=0.02$ nm⁻¹ the saturation thickness is $1/(2a)=200.5$ nm. Thus $2ad=280/200.5\approx1.40$, and the substrate's power is multiplied by $e^{-1.40}=0.247$. It falls from 7.96 to 1.97 nm⁴. The noise has reached a fraction $1-0.247=0.753$ of its limit of 10.03 nm⁴, or about 7.5 nm⁴. The total is 9.5 nm⁴. Other frequencies compare as follows, with spectra in nm⁴:

| $f$ (nm⁻¹) | substrate | damped | noise | total |
|---|---|---|---|---|
| 0.001 | 32.0 | 32.0 | 14.0 | 46.0 |
| 0.01 | 20.5 | 18.8 | 13.4 | 32.2 |
| 0.03 | 3.00 | 0.003 | 1.98 | 1.98 |
| 0.05 | 0.60 | negligible | 0.26 | 0.26 |

The film roughens long waves and smooths short ones. To find the boundary, set $S_{\rm sub}=\Omega/(2\nu k^4)$ and take the square root:

$$\frac{k^2}{1+k^2L^2}=s,\qquad s=\sqrt{\frac{\Omega}{2\nu S_0}}=0.00882\ \text{nm}^{-2}.$$

Therefore $k^2=s/(1-sL^2)=0.00882/(1-0.564)=0.0202$ nm⁻², and $f=k/(2\pi)=0.0226$ nm⁻¹. The left side rises steadily towards $1/L^2$, so there is one boundary if $sL^2<1$. If $sL^2\ge1$, this film smooths no frequency of such a substrate. The boundary is sensitive to the growth parameters: halving or doubling $\Omega/\nu$ moves it to 0.016 or 0.040 nm⁻¹.

Proposition 2 gives $\sigma_{\rm n}^2=0.00625\sqrt{560/(10\pi)}=0.0264$ nm², or $\sigma_{\rm n}=0.162$ nm. The damped substrate contributes 0.127 nm. Uncorrelated parts add in square:

$$\sigma=\sqrt{0.127^2+0.162^2}\approx0.206\ \text{nm}=206\ \text{pm}.$$

The total is close to the original 0.20 nm, yet its spectrum has changed. An rms value alone would hide this.

Replication also depends strongly on frequency. At 0.05 nm⁻¹, $1/a=2\times5.13=10.3$ nm, so an amplitude retains $e^{-7/10.3}=0.51$ of its value after one period. At 0.01 nm⁻¹, it retains $\sqrt{0.916}=0.96$ through the entire stack.

The theorem was also tested by dropping discrete units at random on a periodic lattice of $48\times48$ cells, 5 nm wide, with the same $\Omega$, $\nu$ and $d$. The starting surface had a flat spectrum of 30 nm⁴, and the lattice's own relaxation rates entered the formula. Averaged over 64 runs, the ratios of measured to predicted spectrum were 0.99, 1.03 and 1.01 for $2ad$ below 0.5, between 0.5 and 3, and between 3 and 20. The accepted deviation was 12%.

## Remark 1: alternating materials

If $a$ and $\Omega$ vary with depth, the integrating factor becomes $\exp\int a\,d\tau$, and the same squaring gives

$$S(d)=S_{\rm sub}e^{-2\int_0^d a\,d\tau}+\int_0^d\Omega(\tau)\,e^{-2\int_\tau^d a\,d\tau'}\,d\tau .$$

For a stack, this amounts to applying the theorem layer by layer, with each layer's output spectrum as the next layer's substrate. When $2a$ times the period is small, the weight hardly varies within a period and the thickness averages of $a$ and $\Omega$ suffice. At high frequency the last layer governs the result.

As a trial contrast, give Mo $\nu=4$ nm³ and $\Omega=0.08$ nm³, and Si 14 nm³ and 0.03 nm³, with Mo filling 40% of each period and Si on top. The averages remain 10 and 0.05 nm³. Relative to the uniform model, the top spectrum changes by −0.02% at 0.01 nm⁻¹, −4% at 0.03 nm⁻¹ and −27% at 0.05 nm⁻¹. The sign fits the saturated limit of a Si surface, which is $(0.03/14)/(0.05/10)=0.43$ of the uniform one.

## Remark 2: where linearity begins to fail

If the surface advances along its local normal, its vertical advance per unit $\tau$ is $\sqrt{1+|\nabla h|^2}\approx1+\tfrac12|\nabla h|^2$. The quadratic term couples modes. Its effect is simplest to size at $f\to0$, where relaxation vanishes and the added height is the accumulated $X=\tfrac12|\nabla h|^2$, less its mean.

Take the linear surface to be Gaussian. With $G_{ij}=\langle\partial_ih(\mathbf r,\tau)\,\partial_jh(0,\tau')\rangle$, the two cross pairings give

$$\operatorname{cov}(X,X')=\frac14\sum_{ij}2G_{ij}^2=\frac12\sum_{ij}G_{ij}^2 .$$

The Fourier transform of $G_{ij}$ is $k_ik_jC$, where $C=S(k,\tau_<)e^{-a|\tau-\tau'|}$ by Proposition 1 and $\tau_<$ is the smaller thickness. Since $\sum_{ij}k_i^2k_j^2=k^4$, integration over $\mathbf r$ gives $\tfrac12\int k^5C^2dk/(2\pi)$. Integrating over both thicknesses counts two equal orderings, which cancels the $\tfrac12$:

$$\Delta S(0)=\int_0^\infty\frac{k^5dk}{2\pi}\int_0^d S(k,\tau)^2\,\frac{1-e^{-2a(d-\tau)}}{2a}\,d\tau .$$

With the noise and the relaxation left unchanged, no other term of this order survives at $f\to0$. The product of the linear height and the first correction contains three Gaussian factors and averages to zero. In the product with the second correction, the linear mode must pair with a gradient, which supplies a factor $k$ that vanishes in this limit.

For the example $\Delta S(0)=0.98$ nm⁴, which is 2.1% of the linear value $32.17+14.00=46.17$ nm⁴. This sizes the effect at long waves and is not a bound at other frequencies. The rms slope of the top surface is 0.044 when waves shorter than twice an assumed atomic spacing of 0.3 nm are excluded; the bare substrate has 0.070 with the same cutoff. That cutoff is comparable to the unit size $\Omega^{1/3}=0.37$ nm, where assumption 2 no longer holds, so the figure is only indicative: cutting at 1.2 or 3 nm gives 0.041 or 0.036 for the top surface. A cutoff is needed because the saturated slope integrand, $k^3\cdot k^{-4}=1/k$, gives a logarithm.

## Remark 3: comparison with real mirrors

Mo/Si mirrors for 13.5 nm near normal incidence do have periods of about 7 nm and some tens of periods. A surface rms of a few tenths of a nanometre is a plausible size. The assumed substrate is somewhat rough for high-grade optics, and its single correlation length omits the long-wave figure errors of a real polished surface. Both $\Omega$ and $\nu$ are effective parameters that depend on the deposition process.

Real stacks break the uniform-film assumption through unlike materials and through interfaces that mix and contract. To size this, consider frequencies from 0.001 nm⁻¹ to $1/(13.5\ \text{nm})=0.074$ nm⁻¹. The upper end is where first-order scattering at normal incidence reaches grazing angle, since $\sin\theta=\lambda f$. The uniform model gives a band rms of 0.204 nm. The trial contrast of Remark 1 gives 0.201 nm. Depositing 10% more material, as a stand-in for contraction, gives 0.206 nm with the other inputs held fixed.

Changing the relaxation law can have a larger effect, depending on where the two laws are matched. Replace $\nu k^4$ by $\nu_2k^2$, with $\nu_2=0.134$ nm chosen so that the two rates agree where $2ad=1$, at $f=0.0184$ nm⁻¹. With $\Omega$, $d$ and the substrate unchanged, the band rms rises to 0.255 nm, about 25% above the uniform result. Above the matching frequency the second-power rate is smaller, so both parts of the spectrum are larger. Below it the opposite holds, but with this match the increase outweighs the decrease. The result depends on the matching frequency: agreement at 0.025 nm⁻¹ changes the band rms by only about +1%, and agreement at 0.03 nm⁻¹ lowers it by about 11%. Spectra measured on films of several thicknesses are therefore more informative than one rms value: they test the exponent as well as the coefficients.

Crystallization of the metal layers, shadowing under oblique flux and ion polishing can violate the assumptions in ways these figures do not cover. Nor does the top spectrum alone give the reflectance loss, which also requires the optical field at each interface and the correlations of Proposition 1. The numerical output below gives further values.

## Computed results

```
Periods: 40; period: 7.0 nm
Total thickness d: 280 nm
Growth-unit volume Omega: 0.050 nm^3
Relaxation coefficient nu: 10.0 nm^3
Substrate rms: 0.200 nm; length: 8.0 nm
Substrate PSD at f=0: 32.17 nm^4
Noise PSD at f=0, Omega*d: 14.00 nm^4
Frequency where 2ad=1: 0.01840 1/nm
Spectrum: f in 1/nm; PSD columns in nm^4
f       substrate  damped     noise      total
0.001       32.01         32         14      46.01
0.010        20.5       18.8      13.41      32.19
0.020       7.958       1.97      7.544      9.514
0.030       3.001    0.00255      1.979      1.981
0.050      0.6009   1.23e-24     0.2566     0.2566
f (1/nm)  power factor  1/(2a) (nm)  Omega/(2a) (nm^4)
0.001             1    3.208e+07    1.604e+06
0.010        0.9164         3208        160.4
0.020        0.2475        200.5        10.03
0.030     0.0008506        39.61         1.98
0.050      2.04e-24        5.133       0.2566
Roughening/smoothing boundary: 0.02264 1/nm
Damped substrate rms: 0.1269 nm
Deposition-noise rms: 0.1624 nm
Top-surface rms: 0.2061 nm = 206.1 pm
Noise rms ratio, 4d to d: 1.4142
Wavelength: 13.5 nm; band: 0.001 to 0.0741 1/nm
Band rms, substrate: 0.1929 nm
Band rms, uniform model: 0.2035 nm
Trial Mo: nu=4.0 nm^3, Omega=0.08 nm^3
Trial Si: nu=14.0 nm^3, Omega=0.03 nm^3
Mo thickness fraction: 0.40
Band rms, alternating layers: 0.2010 nm
Layered PSD change at 0.01 1/nm: -0.02 %
Layered PSD change at 0.03 1/nm: -4.15 %
Layered PSD change at 0.05 1/nm: -27.23 %
Second-power coefficient: 0.1336 nm
Band rms, second-power relaxation: 0.2547 nm
Band rms, 10% more deposit: 0.2056 nm
Rms slope, 0.3 nm atomic spacing: 0.0440 rad
Normal-growth added PSD at f=0: 0.9770 nm^4
Same, relative to linear PSD: 2.116 %
Same, sampled/formula: 1.027
Lattice/formula PSD, 2ad below 0.5, 0.5-3, 3-20: 0.987, 1.029, 1.011
Lattice/formula substrate memory: 1.059
Lattice/formula replication: 1.059
Lattice noise ratio d to d/2, early: 2.100
Lattice noise ratio d to d/2, saturated: 0.961
```
